# Depletion width and donor spacing in a heavily doped silicon contact

## The estimate

A metal on n-type silicon leaves a layer of ionized donors next to the interface. Let $\phi$ be the height of the barrier above the Fermi level, $N$ the donor density, and $\varepsilon$ the permittivity of silicon. If the donors are smeared into a uniform charge, electrostatics contains $N$ only through the product $e^2N/\varepsilon$, which has the dimension of energy per length squared. The only length that can be formed from this product and $\phi$ is

$$
W\sim\sqrt{\frac{\varepsilon\phi}{e^2N}} .
$$

The donors themselves supply a second length, $d=N^{-1/3}$, the edge of the cube that holds one donor on average. The smooth model cannot contain it.

Lengths are in nm and energies in eV. The Coulomb constant in the semiconductor is

$$
C=\frac{e^2}{4\pi\varepsilon},\qquad \frac{e^2}{\varepsilon}=4\pi C .
$$

For a relative permittivity of 11.7, a rough value for silicon, $C=0.1231$ eV nm. The density $10^{20}$ cm$^{-3}$ is $0.1$ nm$^{-3}$. With $\phi=0.6$ eV,

$$
\sqrt{\frac{0.6}{4\pi(0.1231)(0.1)}}\ \text{nm}\approx2.0\ \text{nm},
\qquad d=(0.1)^{-1/3}\ \text{nm}=2.15\ \text{nm}.
$$

The two lengths are comparable. What this does to a tunnelling calculation depends on the potential of the individual donors.

## The smooth barrier

Let $x$ be the distance from the metal and $U(x)$ the conduction-band edge measured from the Fermi level. The contact is at zero bias, all donors are ionized, and no electrons remain in $0<x<W$. For the first estimate the Fermi level in the bulk lies at the band edge, so $U(W)=0$. The field also vanishes there, so $U'(W)=0$.

The electrostatic potential $V$ obeys $V''=-eN/\varepsilon$. An electron has energy $-eV$, which reverses the sign:

$$
U''=\frac{e^2N}{\varepsilon}.
$$

Two integrations from $W$ give $U=(e^2N/2\varepsilon)(W-x)^2$. Setting $U(0)=\phi$ then yields

$$
W=\sqrt{\frac{2\varepsilon\phi}{e^2N}},\qquad
U(x)=\phi\left(1-\frac{x}{W}\right)^2 .
$$

The missing factor in the dimensional estimate is $\sqrt2$, and $W=2.79$ nm (27.9 Å), against $d=2.15$ nm (21.5 Å). Both lie between 2 and 3 nm.

The word "spacing" needs its definition. For randomly placed donors, the probability of finding no neighbour within $r$ is $\exp(-4\pi Nr^3/3)$. The mean nearest-neighbour distance is the integral of this probability,

$$
\int_0^\infty e^{-4\pi Nr^3/3}\,dr
=\Gamma\!\left(\tfrac43\right)\left(\frac{4\pi N}{3}\right)^{-1/3}
=1.19\ \text{nm},
$$

which is below 2 nm.

A column of cross-section $d^2$ through the layer contains on average

$$
NWd^2=\frac Wd=\sqrt{\frac{2\varepsilon\phi}{e^2}}\;N^{-1/6}
$$

donors, here 1.29. For independent donors the standard deviation of this count is $\sqrt{1.29}\approx1.1$, nearly the mean itself. The ratio falls slowly with doping, and reaches one at $N=(2\varepsilon\phi/e^2)^3=4.67\times10^{20}$ cm$^{-3}$. No sharp boundary is crossed at $10^{20}$ cm$^{-3}$.

## Discrete donors give the same average

A donor at depth $x'$ lowers the energy of an electron by $C/r$, and its image in the metal raises it by $C/r_{\rm im}$. At lateral separation $\rho$ the lowering is $CG$, where

$$
G=\frac1{\sqrt{\rho^2+a^2}}-\frac1{\sqrt{\rho^2+b^2}},\quad
a=|x-x'|,\quad b=x+x' .
$$

Integration over the lateral plane gives

$$
\int G\,d^2\rho
=2\pi\left[\sqrt{\rho^2+a^2}-\sqrt{\rho^2+b^2}\right]_0^\infty
=2\pi(b-a)=4\pi\min(x,x').
$$

For donors placed independently with density $N$ in $0<x'<W$, the mean energy is therefore

$$
\langle U\rangle=\phi-4\pi CN\left(\int_0^x x'dx'+x\int_x^Wdx'\right)
=\phi-4\pi CN\left(Wx-\frac{x^2}{2}\right).
$$

Since $4\pi CN=e^2N/\varepsilon=2\phi/W^2$, this is $\phi(1-x/W)^2$. At fixed $W$, the smooth parabola is the ensemble average of the discrete problem, however few donors the layer holds. The comparison $W\sim d$ thus does not invalidate the average. It casts doubt on using the average as the barrier that each electron meets.

## The size of the fluctuations

Divide the layer into small cells. The number of donors in a cell of volume $\delta v$ has variance $N\delta v$, and different cells are independent. Each donor contributes $-CG$, so the variance of the energy is

$$
\sigma^2=NC^2\int_0^Wdx'\int d^2\rho\;G^2 .
$$

The answer depends on how the electrons beyond $W$ respond. Two simple cases are no response and perfect screening. Both count only the donors in $0<x'<W$. Donors farther in contribute nothing if the screening is perfect, but would add to the variance if there were no response.

**No screening at the inner edge.** Put $s=\rho^2$. The lateral integral becomes

$$
\pi\int_0^\infty ds\left[\frac1{s+a^2}+\frac1{s+b^2}
-\frac2{\sqrt{(s+a^2)(s+b^2)}}\right].
$$

The last term has the antiderivative $-4\ln(\sqrt{s+a^2}+\sqrt{s+b^2})$. The logarithms of $s$ cancel at the upper limit, leaving

$$
\int G^2d^2\rho=2\pi\ln\frac{(a+b)^2}{4ab}.
$$

For $x'<x$, $a+b=2x$ and $ab=x^2-x'^2$. For $x'>x$, $a+b=2x'$ and $ab=x'^2-x^2$. With $u=x'/x$ in the first range, $t=x'/x$ in the second, and $w=W/x$,

$$
-x\int_0^1\ln(1-u^2)\,du=x(2-2\ln2),
$$

$$
-x\int_1^w\ln\left(1-\frac1{t^2}\right)dt=x[2\ln2-F(w)],
$$

$$
F(w)=(w-1)\ln(w-1)+(w+1)\ln(w+1)-2w\ln w .
$$

The second result uses $F(1)=2\ln2$. Adding the two ranges gives

$$
\sigma_{\rm open}^2=2\pi NC^2x\,[2-F(W/x)].
$$

At $x=W/2$, $F(2)=3\ln3-4\ln2=0.523$, so $\sigma_{\rm open}^2=1.477\,\pi NC^2W$.

**Perfect screening at the inner edge.** Now hold the plane $x=W$ at $U=0$ as if it were a conductor. For lateral wave number $k$, write the Fourier transform of $G$ as $4\pi g_k$. Then $-g_k''+k^2g_k=\delta(x-x')$, with $g_k=0$ at both planes, and

$$
g_k=\frac{\sinh(kx_<)\sinh[k(W-x_>)]}{k\sinh(kW)},
$$

where $x_<$ and $x_>$ are the smaller and larger of $x,x'$. The mean needs $k\to0$, where $g_0=x_<(W-x_>)/W$ and $\int_0^W g_0dx'=x(W-x)/2$. Without donors the barrier would be the straight line $\phi(1-x/W)$. Subtracting $4\pi CN\,x(W-x)/2=\phi x(W-x)/W^2$ again gives $\phi(1-x/W)^2$.

For the variance, Parseval's theorem gives

$$
\int G^2d^2\rho=\int\frac{d^2k}{(2\pi)^2}(4\pi g_k)^2
=8\pi\int_0^\infty k\,g_k^2\,dk .
$$

At $x=W/2$ and $x'<W/2$, the identity $\sinh kW=2\sinh(kW/2)\cosh(kW/2)$ reduces $g_k$ to $\sinh(kx')/[2k\cosh(kW/2)]$. The other half of the layer contributes equally. Using $\int_0^{W/2}\sinh^2(kx')dx'=\sinh(kW)/(4k)-W/4$ and setting $q=kW$,

$$
\frac{\sigma^2}{NC^2}
=\pi W\int_0^\infty dq\left[
\frac{2\tanh(q/2)}{q^2}-\frac{1}{q\cosh^2(q/2)}\right].
$$

The bracket is the derivative of $-2\tanh(q/2)/q$, which runs from $-1$ at $q=0$ to zero at infinity. The integral is one, so

$$
\sigma_{\rm scr}^2=\pi NC^2W .
$$

For the example,

$$
\sigma_{\rm scr}=0.1231\sqrt{\pi(0.1)(2.79)}\ \text{eV}=0.115\ \text{eV},
$$

and $\sigma_{\rm open}=0.140$ eV. The mean barrier at the same depth is $\phi/4=0.150$ eV. The fluctuation is nearly as large as the quantity it perturbs.

At fixed $\phi$, $W\propto N^{-1/2}$, so

$$
\frac{\sigma_{\rm scr}}{\phi/4}
=\frac{4C\sqrt{\pi NW}}{\phi}\propto N^{1/4}.
$$

| $N$ (cm$^{-3}$) | $W$ (nm) | $d$ (nm) | $W/d$ | $\sigma_{\rm scr}/(\phi/4)$ |
|---|---:|---:|---:|---:|
| $10^{18}$ | 27.85 | 10.00 | 2.79 | 0.24 |
| $10^{19}$ | 8.81 | 4.64 | 1.90 | 0.43 |
| $10^{20}$ | 2.79 | 2.15 | 1.29 | 0.77 |

The table keeps the bulk Fermi level at the band edge. At 300 K and $10^{18}$ cm$^{-3}$ it lies about 0.09 eV below the edge, which shortens $W$ by about 10%, to 25 nm. At $10^{19}$ cm$^{-3}$ the reduction is about 4%.

Part of $\sigma_{\rm scr}^2$ comes from points close to a donor. Since $G<1/r$, the region within $r_0$ contributes at most $4\pi NC^2r_0$, a fraction $4r_0/W$ of $\sigma_{\rm scr}^2$. For $r_0=0.25$ nm this upper limit is 0.36. At such distances a point charge in a continuous dielectric is itself a rough description, so $\sigma$ should be read as a scale.

## Consequences for tunnelling

In the WKB approximation the transmission at the Fermi level is $e^{-S}$. For the smooth barrier and an electron of mass $m$,

$$
S=\frac2\hbar\int_0^W\sqrt{2mU}\,dx
=\frac{2\sqrt{2m\phi}}\hbar\int_0^W\left(1-\frac xW\right)dx
=\frac{W\sqrt{2m\phi}}\hbar .
$$

Substituting $W$ gives

$$
S=\frac\phi{E_{00}},\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac N{m\varepsilon}} .
$$

With the light silicon mass, roughly $0.19$ electron masses, $E_{00}=0.125$ eV, $S=4.82$ and the transmission is $8.1\times10^{-3}$.

These values assume a parabolic band down to 0.6 eV below its edge, which is more than half the silicon gap. If $U$ under the square root is replaced by the two-band form $U(1-U/E_g)$ with $E_g=1.12$ eV, $S$ falls to 4.10 and the transmission doubles. That form is itself rough for silicon, so the absolute transmission is uncertain by at least this factor.

To see what the fluctuations do, 3000 random donor sets were generated with the perfectly screening inner edge. The WKB exponent was evaluated along one straight line through each set, with no decay wherever $U<0$. The mean exponent is 4.85, almost the smooth value, but its standard deviation is 1.05. Relative to the smooth transmission, the 10th and 90th percentiles are 0.32 and 4.7. The mean transmission is $1.96\pm0.07$ times the smooth value, where the uncertainty is the standard error of the sampling.

The mean rises although the mean exponent hardly moves, because $e^{-S}$ weights the thin or low places most strongly. If $S$ had a Gaussian distribution, the enhancement would be $\exp(4.82-4.85+1.05^2/2)\approx1.7$.

These figures indicate sensitivity and are not a contact current. The enhancement depends partly on the donors closest to the line. Adding 0.25 nm in quadrature to every donor's lateral distance lowers it to about 1.6. For uniformly random donors this step is the same as removing all donors within 0.25 nm of the line, so it also raises the mean barrier, by 0.010 eV at mid-depth. With the mean barrier restored the enhancement is about 1.9, so most of the drop comes from the shifted mean and only a small part from the point-charge cores. A real electron wave also spreads sideways and averages over part of the short-range structure, which a straight line does not. Averaging the potential laterally with a Gaussian of standard deviation 0.6 nm in each direction, for example, lowers $\sigma_{\rm scr}$ from 0.115 to 0.079 eV.

The doping trend must also be stated with care. A sample of 800 sets at $10^{19}$ cm$^{-3}$ has a spread in $S$ of about 2.2, uncertain by about 0.1, larger than at $10^{20}$ cm$^{-3}$. The relative spread is smaller, 0.14 to 0.15 against 0.22. To first order in the fluctuation, $\delta S/S\propto\sigma/\phi\propto N^{1/4}$ while $S\propto N^{-1/2}$, so $\delta S\propto N^{-1/4}$. The sampled changes have these directions. Their sizes need not follow a first-order law when $\sigma$ is comparable with $U$. Higher doping makes the barrier's shape less uniform, but it does not follow that the error in Fermi-level transmission grows.

At lower doping that transmission also matters less. For an electron at energy $E$ above the Fermi level, the smooth barrier gives

$$
-\frac{dS}{dE}=\frac{\sqrt{2m}}\hbar\int\frac{dx}{\sqrt{U-E}}
=\frac1{E_{00}}\,\mathrm{arcosh}\sqrt{\frac\phi E},
$$

where the substitution $y=1-x/W$ does the integral. With a Boltzmann factor $e^{-E/k_BT}$, the product is largest when $-dS/dE=1/k_BT$, or

$$
E=\frac{\phi}{\cosh^2(E_{00}/k_BT)} .
$$

At 300 K, $k_BT=0.0259$ eV. Since $E_{00}\propto\sqrt N$, this energy is about 0.5 eV at $10^{18}$ cm$^{-3}$ and 0.1 eV at $10^{19}$ cm$^{-3}$. At $10^{20}$ cm$^{-3}$ the formula gives a value far below $k_BT$, where the Boltzmann factor no longer applies. The current near zero bias is then carried mainly by electrons within a few $k_BT$ of the Fermi level.

## Comparison with a less idealized contact

**Degenerate electrons.** At $10^{20}$ cm$^{-3}$ the bulk Fermi level lies above the band edge. Six parabolic valleys, with rough principal masses 0.92, 0.19 and 0.19, give a Fermi energy $\zeta=0.065$ eV at 300 K. Let $v$ be the upward band bending and $n(\mu)$ the electron density when the Fermi level is $\mu$ above the local band edge. Then

$$
v''=\frac{e^2}\varepsilon[N-n(\zeta-v)] .
$$

Multiply by $v'$ and integrate from the bulk. The electron pressure $P$ satisfies $dP/d\mu=n$, so

$$
\frac{v'^2}{2}=\frac{e^2}{\varepsilon}
\left[Nv-P(\zeta)+P(\zeta-v)\right].
$$

At the metal $v=\phi+\zeta$, and the last pressure is negligible. Define $W_{\rm eff}$ as the net positive charge per area (donors minus electrons) divided by $eN$, so that $|v'|=e^2NW_{\rm eff}/\varepsilon$ there. Hence

$$
W_{\rm eff}^2=\frac{2\varepsilon}{e^2N}
\left(\phi+\zeta-\frac{P(\zeta)}N\right).
$$

With $P/N=0.041$ eV the bracket is 0.624 eV and $W_{\rm eff}=2.84$ nm. The electron tail offsets more than half of the extra bending, so the width changes little. At 400 K the width is 2.81 nm.

Numerical integration of the same Poisson equation gives a forbidden distance at the Fermi level of 2.27 nm, shorter than $W_{\rm eff}$ because the outer part of the bent band lies below the Fermi level. The light-mass exponent becomes 4.46. The bulk screening length, $[(e^2/\varepsilon)\,dn/d\mu]^{-1/2}$, is 0.60 nm. It is shorter than $W$ but not negligible, so the perfectly screening edge is a limit and not a description of the electron gas.

**Image force and mass.** The tunnelling electron's own image adds $-C/(4x)$. The numerical maximum of $\phi(1-x/W)^2-C/(4x)$ is 0.224 eV below $\phi$, at $x=0.28$ nm. This is a large correction at a depth of atomic size, where the static continuum formula is doubtful. The mass also has a large effect: for the heavy mass along the current, $S=10.60$ instead of 4.82. On a (001) surface four valleys present the light mass and two the heavy one, so within this model the light valleys dominate.

**Real silicon contacts.** Active doping near $10^{20}$ cm$^{-3}$ is typical of heavily doped source and drain regions, and 0.6 eV is a reasonable rough barrier for some metal silicides on n-type silicon. Full activation is the assumption most directly tied to the two lengths: if half the donors were active, $W$ would rise by $\sqrt2$ to 3.9 nm and $d$ by $2^{1/3}$ to 2.7 nm. A change of 0.1 eV in band bending, from gap narrowing or bias, moves $W$ to 2.54 or 3.01 nm. The surface field $2\phi/W=4.3$ MV/cm far exceeds ordinary bulk breakdown fields, but the 0.6 eV drop is below the silicon gap of roughly 1.1 eV, so an electron crossing this layer cannot gain the energy for impact ionization. Donor clustering and interface states are not included.

A width of roughly 2 to 3 nm survives the corrections computed here at full activation. A single smooth barrier of that width is less secure: it gives the mean potential, while the potential at a point departs from it by almost as much as the mean barrier at mid-depth. The straight-line estimate shows that transmission is sensitive to such departures, but it leaves out the sideways spread of a real electron wave. That spread can weaken the effect, by an amount not computed here. For the light valleys on a (001) surface one lateral mass is the heavy one, which limits the spread, so the weakening may be small.
